# Largest centre distances of corner-, edge- and face-sharing regular octahedra: test program

```python
# RESULT UNDER TEST: two non-overlapping regular octahedra with centre-vertex
# distance d have centres at most 2d (one shared vertex), sqrt(2) d (shared edge)
# and 2d/sqrt(3) (shared face) apart.
# General form: D_max = 2 sqrt(d^2 - R^2), where R is the distance from the
# centre of the shared element to each shared vertex.
# An octahedron is stored as (centre, rotation matrix); geometry tests use d = 1.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import linprog
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
AXES = np.vstack([np.eye(3), -np.eye(3)])
NORMALS = np.array(list(itertools.product([1, -1], repeat=3))) / np.sqrt(3)
INRADIUS = 1 / np.sqrt(3)
FIRST = (np.zeros(3), np.eye(3))


def vertices(octa):
    centre, rot = octa
    return centre + AXES @ rot.T


def shared_vertices(a, b):
    va, vb = vertices(a), vertices(b)
    gaps = np.linalg.norm(va[:, None] - vb[None], axis=2)
    return va[gaps.min(axis=1) < 1e-6]


def turn(octa, point, axis, angle):
    axis = np.array(axis, float)
    rot = Rotation.from_rotvec(angle * axis / np.linalg.norm(axis)).as_matrix()
    return point + rot @ (octa[0] - point), rot @ octa[1]


def disjoint(a, b):
    # radius of the largest sphere inside the intersection, by linear programming
    rows, limits = [], []
    for centre, rot in (a, b):
        normals = NORMALS @ rot.T
        rows.append(np.hstack([normals, np.ones((8, 1))]))
        limits.append(INRADIUS + normals @ centre)
    res = linprog([0, 0, 0, -1], A_ub=np.vstack(rows),
                  b_ub=np.concatenate(limits), bounds=[(None, None)] * 4)
    assert res.status == 0
    return res.x[3] < 1e-6


def distance(a, b):
    return np.linalg.norm(a[0] - b[0])


def ligand_angle(a, b):
    v = shared_vertices(a, b)[0]
    p, q = a[0] - v, b[0] - v
    cosine = p @ q / np.linalg.norm(p) / np.linalg.norm(q)
    return np.degrees(np.arccos(np.clip(cosine, -1, 1)))


def bound(number_shared, shrink=1.0, stretch=1.0):
    r_squared = {1: 0.0, 2: 1 / 2, 3: 2 / 3}[number_shared]
    return 2 * np.sqrt(stretch**2 - shrink**2 * r_squared)


def sampled_distances(number_shared, shrink, stretch):
    # find allowed centres directly from the bond-length conditions
    ligands = np.eye(3)[:number_shared]
    middle = ligands.mean(axis=0)
    ligands = middle + shrink * (ligands - middle)
    x = rng.normal(size=(300, 3))
    for _ in range(40):
        delta = x[:, None] - ligands[None]
        residual = (delta**2).sum(axis=2) - stretch**2
        x = x - np.einsum('nij,nj->ni', np.linalg.pinv(2 * delta), residual)
    delta = x[:, None] - ligands[None]
    error = np.abs((delta**2).sum(axis=2) - stretch**2).max(axis=1)
    x = x[error < 1e-10]
    assert len(x) > 250
    return np.linalg.norm(x[:, None] - x[None], axis=2)


# Bounds, regular and distorted, against directly found centre positions.
# The 1e-3 margin below the maximum allows for finite sampling.
for shrink, stretch in [(1, 1), (0.9, 1), (1, 1.05), (0.9, 1.05)]:
    for k in (1, 2, 3):
        found = sampled_distances(k, shrink, stretch)
        limit = bound(k, shrink, stretch)
        assert found.max() < limit + 1e-7
        assert found.max() > limit - 1e-3
        if k == 3:
            assert np.all((found < 1e-6) | (abs(found - limit) < 1e-6))

# Rigid octahedra that attain the bounds.
corner_vertex = np.array([1.0, 0, 0])
edge_middle = np.array([0.5, 0.5, 0])
edge_axis = np.array([1.0, -1.0, 0])
dihedral = np.arccos(-1 / 3)


def hinge(angle):
    # choose the sense of rotation that carries the centre towards positive z
    trial = turn(FIRST, edge_middle, edge_axis, angle)
    if trial[0][2] < 0:
        trial = turn(FIRST, edge_middle, edge_axis, -angle)
    return trial


pairs = {1: turn(FIRST, corner_vertex, [0, 0, 1], np.pi),
         2: hinge(np.pi), 3: hinge(dihedral)}
for k, second in pairs.items():
    assert len(shared_vertices(FIRST, second)) == k
    assert disjoint(FIRST, second)
    assert abs(distance(FIRST, second) - bound(k)) < 1e-9
    theta = np.radians(ligand_angle(FIRST, second))
    assert abs(2 * np.sin(theta / 2) - distance(FIRST, second)) < 1e-7

# Edge hinge: overlap sets in exactly when the faces have closed.
for degrees in range(60, 181, 5):
    second = hinge(np.radians(degrees))
    assert disjoint(FIRST, second) == (np.radians(degrees) >= dihedral)

# Random corner-sharing pairs: non-overlap forbids distances below 2/sqrt(3).
allowed, too_close = 0, 0
for rot in Rotation.random(300, random_state=11).as_matrix():
    second = (corner_vertex - rot @ AXES[0], rot)
    separation = distance(FIRST, second)
    too_close += separation < 2 * INRADIUS
    if disjoint(FIRST, second):
        allowed += 1
        assert 2 * INRADIUS - 1e-6 < separation < 2 + 1e-9
assert allowed > 20 and too_close > 20

# A corner-sharing pair can be almost as close as a face-sharing pair.
twist_deg = 5.0
twisted = turn(pairs[3], corner_vertex, [1, 1, 1], np.radians(twist_deg))
assert len(shared_vertices(FIRST, twisted)) == 1 and disjoint(FIRST, twisted)
twisted_distance = distance(FIRST, twisted)
assert bound(3) < twisted_distance < bound(2)

# Ideal rock salt: count ligands shared with the cation at the origin.
ligands_origin = {tuple(v) for v in AXES.astype(int)}
lattice = {1: [], 2: [], 3: []}
for site in itertools.product(range(-3, 4), repeat=3):
    if sum(site) % 2 == 0 and any(site):
        around = {tuple(np.array(site) + v) for v in AXES.astype(int)}
        common = len(ligands_origin & around)
        if common:
            lattice[common].append(np.linalg.norm(site))
assert len(lattice[3]) == 0
for k in (1, 2):
    assert np.allclose(lattice[k], bound(k))

# Worked example: rough FeO bond length and chosen distortions.
d_nm = 0.216
query_nm = 0.38
shrink, stretch = 0.90, 1.05
angle_regular = 2 * np.arcsin(query_nm / (2 * d_nm))
angle_long = 2 * np.arcsin(query_nm / (2 * d_nm * stretch))
for angle, bond in [(angle_regular, d_nm), (angle_long, d_nm * stretch)]:
    m1 = bond * np.array([1.0, 0.0])
    m2 = bond * np.array([np.cos(angle), np.sin(angle)])
    assert abs(np.linalg.norm(m1 - m2) - query_nm) < 1e-12

# Thermal motion of an Einstein oscillator.
temperature, einstein_temperature, mass_u = 300.0, 300.0, 55.85
ratio = einstein_temperature / temperature
mean_square_reduced = 0.5 / np.tanh(ratio / 2)
grid = np.linspace(-10, 10, 401)
step = grid[1] - grid[0]
hamiltonian = (np.diag(1 / step**2 + grid**2 / 2)
               - np.diag(np.full(400, 0.5 / step**2), 1)
               - np.diag(np.full(400, 0.5 / step**2), -1))
levels, states = np.linalg.eigh(hamiltonian)
weights = np.exp(-ratio * (levels - levels[0]))
numerical = weights @ (grid**2 @ states**2) / weights.sum()
assert abs(numerical - mean_square_reduced) < 2e-3  # finite grid step
length_squared = const.hbar**2 / (mass_u * const.atomic_mass * const.k
                                  * einstein_temperature)
rms_nm = np.sqrt(length_squared * mean_square_reduced) * 1e9
pair_rms_nm = np.sqrt(2) * rms_nm

# The classification must survive both distortions and two thermal deviations.
edge_worst_nm = d_nm * bound(2, shrink, stretch)
face_worst_nm = d_nm * bound(3, shrink, stretch)
assert max(edge_worst_nm, face_worst_nm) + 2 * pair_rms_nm < query_nm
assert query_nm < 2 * d_nm

names = {1: "corner", 2: "edge", 3: "face"}
print(f"Fe-O bond length d (rough input) = {d_nm:.3f} nm")
for k in (1, 2, 3):
    second = pairs[k]
    print(f"{names[k]}: largest D/d = {distance(FIRST, second):.4f}")
    print(f"{names[k]}: largest D = {d_nm * bound(k):.4f} nm")
    print(f"{names[k]}: angle at ligand = {ligand_angle(FIRST, second):.2f} deg")
print(f"hinge angle at face contact = {np.degrees(dihedral):.2f} deg")
print(f"corner pairs tested = 300, non-overlapping = {allowed}")
print(f"twist of face pair about one vertex = {twist_deg:.1f} deg")
print(f"twisted pair, one shared corner: D/d = {twisted_distance:.4f}")
for k in (1, 2, 3):
    print(f"rock salt: {names[k]}-sharing neighbours = {len(lattice[k])}")
print(f"Fe-Fe distance to classify (input) = {query_nm:.3f} nm")
print(f"its ratio D/d = {query_nm / d_nm:.4f}")
print(f"Fe-O-Fe angle, regular = {np.degrees(angle_regular):.1f} deg")
print(f"Fe-O-Fe angle, long bonds = {np.degrees(angle_long):.1f} deg")
print(f"shared O-O shortening (input) = {100 * (1 - shrink):.0f} %")
print(f"Fe-O lengthening (input) = {100 * (stretch - 1):.0f} %")
for k in (1, 2, 3):
    print(f"{names[k]} bound, short O-O = {d_nm * bound(k, shrink):.4f} nm")
    print(f"{names[k]} bound, long Fe-O = {d_nm * bound(k, 1, stretch):.4f} nm")
    print(f"{names[k]} bound, both = {d_nm * bound(k, shrink, stretch):.4f} nm")
print(f"temperature (input) = {temperature:.0f} K")
print(f"Einstein temperature (rough input) = {einstein_temperature:.0f} K")
print(f"Fe mass (input) = {mass_u:.2f} u")
print(f"rms Fe displacement along one axis = {rms_nm:.4f} nm")
print(f"rms change of Fe-Fe distance = {pair_rms_nm:.4f} nm")
print(f"edge bound, both, plus 2 rms = {edge_worst_nm + 2 * pair_rms_nm:.4f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Fe-O bond length d (rough input) = 0.216 nm
corner: largest D/d = 2.0000
corner: largest D = 0.4320 nm
corner: angle at ligand = 180.00 deg
edge: largest D/d = 1.4142
edge: largest D = 0.3055 nm
edge: angle at ligand = 90.00 deg
face: largest D/d = 1.1547
face: largest D = 0.2494 nm
face: angle at ligand = 70.53 deg
hinge angle at face contact = 109.47 deg
corner pairs tested = 300, non-overlapping = 177
twist of face pair about one vertex = 5.0 deg
twisted pair, one shared corner: D/d = 1.1569
rock salt: corner-sharing neighbours = 6
rock salt: edge-sharing neighbours = 12
rock salt: face-sharing neighbours = 0
Fe-Fe distance to classify (input) = 0.380 nm
its ratio D/d = 1.7593
Fe-O-Fe angle, regular = 123.2 deg
Fe-O-Fe angle, long bonds = 113.8 deg
shared O-O shortening (input) = 10 %
Fe-O lengthening (input) = 5 %
corner bound, short O-O = 0.4320 nm
corner bound, long Fe-O = 0.4536 nm
corner bound, both = 0.4536 nm
edge bound, short O-O = 0.3332 nm
edge bound, long Fe-O = 0.3353 nm
edge bound, both = 0.3608 nm
face bound, short O-O = 0.2930 nm
face bound, long Fe-O = 0.2852 nm
face bound, both = 0.3240 nm
temperature (input) = 300 K
Einstein temperature (rough input) = 300 K
Fe mass (input) = 55.85 u
rms Fe displacement along one axis = 0.0056 nm
rms change of Fe-Fe distance = 0.0079 nm
edge bound, both, plus 2 rms = 0.3766 nm
ALL CHECKS PASSED
```
